# Co-ion deficit beside a highly charged plane

## The problem

A flat wall at $x=0$ carries a uniform surface charge density $\sigma$. The region $x>0$ holds a symmetric electrolyte with ions of charge $+ze$ and $-ze$. Far from the wall, each of the two species has number density $n_0$, so the total ion density there is $2n_0$. Co-ions have the same sign of charge as the wall and are repelled by it. Counter-ions have the opposite sign.

Treat the ions as points in a liquid of uniform permittivity $\varepsilon$ at temperature $T$, moving in the mean electrostatic potential $\phi(x)$, with $\phi\to0$ far away. No ions adsorb chemically, no other surface is near, and there is no field behind the wall. The co-ion deficit per unit area is

$$\Gamma=\int_0^\infty\left[n_0-n_{\rm co}(x)\right]dx .$$

**(a)** Find $\Gamma$ in terms of the wall potential.

**(b)** Express it through $|\sigma|$. What happens to it when the wall charge grows without limit at fixed $n_0$, and how is the limit approached?

**(c)** How is the wall charge shared between missing co-ions and added counter-ions, and why does the deficit behave as found in (b)?

**(d)** Evaluate the deficit for $0.1$ mmol/L of 1:1 salt in water at 298 K, with relative permittivity 78 and $\sigma=-2.0\ \mu\mathrm{C/cm^2}$.

## Hints

1. Measure the potential in units of $kT/ze$, with its sign chosen so that the scaled potential is positive at the wall. Both signs of wall charge then lead to one equation.
2. Multiply the Poisson–Boltzmann equation by the first derivative of the scaled potential. Both sides become total derivatives.
3. The profile $\phi(x)$ is not needed for $\Gamma$. Use the potential as the integration variable, and factor $1-e^{-y}$ so that a hyperbolic sine cancels.
4. Gauss's law at the wall links the potential gradient there to $\sigma$.
5. For (c), ask what a small increase of wall charge adds to the layer that is already present.

## Solution

### (a) Deficit and wall potential

Let $\varsigma=\pm1$ be the sign of $\sigma$, and define $y=\varsigma ze\phi/kT$. A co-ion has charge $\varsigma ze$ and energy $\varsigma ze\phi=kT\,y$. A counter-ion has energy $-kT\,y$. The Boltzmann densities are therefore

$$n_{\rm co}=n_0e^{-y},\qquad n_{\rm ct}=n_0e^{y}.$$

The charge density is $\rho=\varsigma ze(n_{\rm co}-n_{\rm ct})=-2\varsigma ze\,n_0\sinh y$. Poisson's equation, $\phi''=-\rho/\varepsilon$, multiplied by $\varsigma ze/kT$, becomes

$$y''=\frac{2z^2e^2n_0}{\varepsilon kT}\sinh y=\frac{\sinh y}{\lambda^2},\qquad \lambda=\sqrt{\frac{\varepsilon kT}{2z^2e^2n_0}},$$

where $\varsigma^2=1$ was used. The length $\lambda$ is the Debye length.

The direction in which $y$ changes is fixed by

$$(yy')'=y'^2+yy''=y'^2+\frac{y\sinh y}{\lambda^2}\ge0 .$$

Since $yy'$ rises to zero in the bulk, it is negative at every finite $x$. Thus $|y|$ falls steadily and $y$ keeps one sign. Gauss's law gives $\phi'(0)=-\sigma/\varepsilon$, so $y'(0)<0$, and hence $y$ is positive.

Multiplying the differential equation by $y'$ and integrating gives

$$\tfrac12y'^2=\frac{\cosh y+C}{\lambda^2}.$$

In the bulk $y=y'=0$, so $C=-1$. With $\cosh y-1=2\sinh^2(y/2)$, and with the negative root because $y$ decreases,

$$y'=-\frac{2}{\lambda}\sinh\frac y2 .\tag{1}$$

Now change the integration variable from $x$ to $y$. The wall has $y=y_0$ and the bulk has $y=0$:

$$\Gamma=n_0\int_{y_0}^{0}\frac{1-e^{-y}}{y'}\,dy
=n_0\lambda\int_0^{y_0}\frac{1-e^{-y}}{2\sinh(y/2)}\,dy .$$

The minus sign in equation (1) has reversed the limits. The numerator factors as

$$1-e^{-y}=e^{-y/2}\left(e^{y/2}-e^{-y/2}\right)=2e^{-y/2}\sinh\frac y2 ,$$

so the integrand is simply $e^{-y/2}$, and

$$\Gamma=n_0\lambda\int_0^{y_0}e^{-y/2}dy=2n_0\lambda\left(1-e^{-y_0/2}\right).\tag{2}$$

### (b) Dependence on wall charge

In scaled form, Gauss's law reads $y'(0)=-ze|\sigma|/(\varepsilon kT)$. Comparison with equation (1) at the wall gives

$$\sinh\frac{y_0}{2}=\frac{ze|\sigma|\lambda}{2\varepsilon kT}=\frac{|\sigma|}{4zen_0\lambda}\equiv s .$$

The second form follows from $\varepsilon kT=2z^2e^2n_0\lambda^2$. Since $e^{-u}=\cosh u-\sinh u$, with $u=y_0/2$,

$$e^{-y_0/2}=\sqrt{1+s^2}-s=\frac{1}{\sqrt{1+s^2}+s},$$

where the last form comes from multiplying and dividing by $\sqrt{1+s^2}+s$. Therefore

$$\Gamma=2n_0\lambda\left(1+s-\sqrt{1+s^2}\right)=2n_0\lambda\left(1-\frac{1}{\sqrt{1+s^2}+s}\right).\tag{3}$$

As $s$ grows, the last fraction falls to zero. The deficit rises steadily towards

$$\Gamma_{\rm sat}=2n_0\lambda$$

and stays below it at every finite charge. The limit is twice the bulk density of one ion species times the Debye length. If the total density $2n_0$ were meant, the factor would be one.

For $s\gg1$ the denominator in equation (3) is close to $2s$, so to leading order

$$\Gamma_{\rm sat}-\Gamma\simeq\frac{n_0\lambda}{s}=n_0b,\qquad b=\frac{\lambda}{s}=\frac{2\varepsilon kT}{ze|\sigma|}.$$

The length $b$ is the Gouy–Chapman length, a measure of the thickness of the dense counter-ion layer at the wall.

### (c) The balance of charge and the reason for saturation

The counter-ion excess follows from the same change of variable. Here $e^y-1=2e^{y/2}\sinh(y/2)$, so

$$\Gamma_{\rm ct}=\int_0^\infty(n_{\rm ct}-n_0)\,dx=n_0\lambda\int_0^{y_0}e^{y/2}dy=2n_0\lambda\left(e^{y_0/2}-1\right).$$

Adding this to equation (2) gives

$$\Gamma+\Gamma_{\rm ct}=2n_0\lambda\left(e^{y_0/2}-e^{-y_0/2}\right)=4n_0\lambda s=\frac{|\sigma|}{ze},$$

as neutrality requires. A missing co-ion and an added counter-ion each balance one charge $ze$ on the wall. For $s\ll1$, equation (3) gives $\Gamma\simeq2n_0\lambda s=|\sigma|/(2ze)$, so the two species share the task equally. For $s\gg1$ the deficit is bounded, and the counter-ions must balance nearly all of the charge.

The cause can be seen from equation (1), which contains neither $x$ nor $\sigma$ explicitly. At given salt and temperature, all walls therefore share one curve $y(x)$, apart from a shift in $x$. A larger charge makes the curve start at a higher value. Raising the wall potential from $y_0$ to $y_0+dy_0$ adds a slice of thickness

$$d\ell=\frac{\lambda\,dy_0}{2\sinh(y_0/2)}$$

next to the wall and leaves the rest of the layer as it was. The new slice contributes $n_0(1-e^{-y_0})\,d\ell$ to the deficit and $n_0(e^{y_0}-1)\,d\ell$ to the excess. The ratio of these contributions is $e^{-y_0}$, so the missing co-ions balance the fraction

$$ze\,\frac{d\Gamma}{d|\sigma|}=\frac{e^{-y_0}}{1+e^{-y_0}}=\frac{1}{1+e^{y_0}}$$

of any added charge.

Two facts produce the saturation. A slice cannot lose more than all its co-ions, so its deficit per unit volume is at most $n_0$. The slices still to be added also have a finite total thickness, because $1/\sinh(y/2)$ decays as $2e^{-y/2}$ at large $y$. The counter-ion density has no such cap in this model, and $\Gamma_{\rm ct}$ grows without limit.

### (d) Numbers for a dilute rinse

The salt concentration corresponds to $n_0=6.022\times10^{16}\ \mathrm{cm^{-3}}$ for each species, and $kT/e=25.68$ mV. With $z=1$ the Debye length is

$$\lambda=\sqrt{\frac{\varepsilon\,(kT/e)}{2en_0}}=30.3\ \mathrm{nm}.$$

The saturation value is

$$2n_0\lambda=2\,(6.022\times10^{16})(30.32\times10^{-7})\ \mathrm{cm^{-2}}=3.65\times10^{11}\ \mathrm{cm^{-2}}.$$

The wall carries $|\sigma|/e=1.248\times10^{13}$ elementary charges per cm². Thus

$$s=\frac{1.248\times10^{13}}{2\,(3.651\times10^{11})}=17.1,\qquad y_0=2\,\mathrm{arsinh}\,s=7.07 .$$

The wall potential is $-181$ mV, and $e^{-y_0/2}=0.0292$. Equation (2) then gives

$$\Gamma=(3.65\times10^{11})(1-0.0292)\ \mathrm{cm^{-2}}=3.54\times10^{11}\ \mathrm{cm^{-2}},$$

or $0.057\ \mu\mathrm{C/cm^2}$ expressed as charge. This is 97% of the saturation value. The gap is $1.07\times10^{10}\ \mathrm{cm^{-2}}$, and the estimate $n_0b$ with $b=1.77$ nm gives the same to three figures. Missing co-ions balance 2.8% of the wall charge, while the counter-ion excess, $1.21\times10^{13}\ \mathrm{cm^{-2}}$, balances the rest.

Equation (3) gives the following values when the wall charge alone is changed:

| $\sigma$ ($\mu$C/cm²) | $\Gamma$ ($10^{11}$ cm⁻²) | $\Gamma/\Gamma_{\rm sat}$ |
|---:|---:|---:|
| −0.02 | 0.57 | 0.16 |
| −0.10 | 1.97 | 0.54 |
| −0.50 | 3.23 | 0.88 |
| −2.00 | 3.54 | 0.97 |

A linearized theory replaces $e^{\mp y}$ by $1\mp y$. The deficit and excess are then equal at any charge, and the deficit would be $|\sigma|/2e=6.24\times10^{12}\ \mathrm{cm^{-2}}$ here, about 18 times the result above. The linear form makes two errors. It makes the co-ion density $n_0(1-y)$ negative wherever $y>1$, and it gives much too high a potential near a wall with this charge. Either error alone would make the deficit only a little more than twice too large. Together they give the factor of 18, because the linear density has no lower bound and so follows the excessive potential all the way.

**The model and a real rinse.** These parameters roughly represent an oxide-covered wafer in a dilute rinse after polishing. The chosen charge is high for an oxide in such dilute liquid. For silica, a value a few times smaller is plausible near neutral pH, and one roughly four to twenty times smaller in slightly acid water, depending on the pH and the surface. A real oxide also breaks the assumption of a prescribed charge, since its surface groups gain or lose protons as the pH and salt change. The table shows the consequence: a fourfold drop from $-2.0$ to $-0.5\ \mu\mathrm{C/cm^2}$ lowers the deficit by 9%. At $-0.10\ \mu\mathrm{C/cm^2}$, however, the deficit is only 54% of the saturation value, so saturation should not be assumed for a weakly charged oxide.

Three further effects were estimated separately by numerical integration. Each estimated change of the deficit is below 1%, but the figures for ion size and image repulsion are rough:

- **Ion size.** A lattice-gas model with ions 0.6 nm across, a rough hydrated size, divides both Boltzmann densities by $1+4a^3n_0\sinh^2(y/2)$, where $a$ is the ion size. At the same wall charge this crowding raises the deficit by about 0.02%. The model still lets ion centres reach the wall. Keeping all of them a distance $a/2=0.3$ nm away would move the whole layer outwards and add $n_0a/2$ to the deficit, about 0.5%.
- **Dielectric saturation.** The relative permittivity was taken as $1.78+76.22\,(3/u)(\coth u-1/u)$, with $u$ the field times a rough 14.1 nm/V. At the wall, where the field is 0.29 MV/cm, the permittivity falls by 1.1%. The deficit falls by about 0.015%.
- **Image repulsion.** For a wall of very low permittivity, a co-ion was given the extra energy $kT\,l_B e^{-2x/\lambda}/(4x)$ at fixed mean potential. Here $l_B=e^2/(4\pi\varepsilon kT)=0.72$ nm is the Bjerrum length. This direct effect raises the deficit by about 0.02%. Counter-ions are repelled by their images too, which changes the mean potential at fixed wall charge. When both kinds of ion are given this extra energy and the layer is solved again at the same wall charge, the deficit rises by about 0.9%, mostly because the counter-ions are pushed outwards. This figure is still rough, since screening close to the wall is stronger than in the bulk.

Correlations between counter-ions are measured by $l_B/b=0.41$ for $z=1$. This is not very small, and no correction for them is included. The result should not be carried over to multivalent ions at high charge, where the corresponding parameter $z^2l_B/b$ can be large and the mean-field description itself can fail.

## Variation 1: where is the deficit located?

**Question.** Find the co-ion profile, and the distance from the wall within which 99% of the deficit in (d) lies.

**Solution.** Put $u=e^{-y/2}$. By equation (1),

$$u'=-\frac{y'}{2}u=\frac{1}{\lambda}e^{-y/2}\sinh\frac y2=\frac{1-u^2}{2\lambda}.$$

Separating variables and integrating gives

$$u=\tanh\frac{x+x_0}{2\lambda},\qquad n_{\rm co}=n_0u^2=n_0\tanh^2\frac{x+x_0}{2\lambda},$$

with $\tanh(x_0/2\lambda)=e^{-y_0/2}$. Since $1-\tanh^2=\mathrm{sech}^2$, the deficit beyond a distance $X$ is

$$n_0\int_X^\infty\mathrm{sech}^2\frac{x+x_0}{2\lambda}\,dx=2n_0\lambda\left[1-\tanh\frac{X+x_0}{2\lambda}\right].$$

At infinite wall charge $x_0=0$, and setting $X=0$ recovers $2n_0\lambda$.

For 99% of the deficit to lie inside $X$, the part beyond must equal $0.01\,\Gamma$. Equation (2) then requires

$$\tanh\frac{X+x_0}{2\lambda}=1-0.01\,(1-0.0292)=0.99029 .$$

Hence $(X+x_0)/2\lambda=2.66$. With $2\lambda=60.6$ nm and $x_0=1.8$ nm, the distance is $X\approx160$ nm, a little over five Debye lengths. An opposing surface at a comparable distance would disturb the layer. An equally charged wall 160 nm away, with the gap open to the same bulk solution, lowers the deficit per wall by about 8%, and a closer one lowers it more.

The ratio $\Gamma/n_0=58.9$ nm is the thickness of a layer empty of co-ions that would have the same deficit. It does not mark a sharp edge. In the infinite-charge profile, the co-ion density at $x=2\lambda$ has already recovered to $\tanh^2(1)=0.58$ of its bulk value.

## Variation 2: background ions

**Question.** The rinse in (d) also contains a rough 3 µmol/L each of free hydrogen and bicarbonate ions from dissolved carbon dioxide. By how much does the deficit of the salt's own co-ions change, at the same wall charge?

**Solution.** Let $f=0.003/0.1=0.03$ be the ratio of background to salt concentration. All ions are monovalent, so they respond to the same $y$, and the screening is set by the density $n_0(1+f)$ of each sign. The Debye length and the scaled charge become

$$\lambda'=\frac{\lambda}{\sqrt{1+f}},\qquad s'=\frac{|\sigma|}{4e\,n_0(1+f)\lambda'}=\frac{s}{\sqrt{1+f}} .$$

The salt's co-ions still have bulk density $n_0$, so their deficit is

$$\Gamma'=n_0\int_0^\infty(1-e^{-y})\,dx=2n_0\lambda'\left(1+s'-\sqrt{1+s'^2}\right).$$

The factor $1/\sqrt{1+f}$ alone lowers the deficit by 1.5%. The accompanying change in the bracket is much smaller, and the total change is also $-1.5\%$. For these numbers, this is larger than any of the changes estimated for the three effects in part (d), because the background ions shorten the screening length throughout the layer.

All numerical values are calculated from the stated model.
